# Luttinger's theorem from frequency-shift invariance and the self-energy at the Fermi level, part 2

When is the electron number $N$ of an interacting system fixed by the Green function at the Fermi level alone? The state is normal and unpolarized, at zero temperature, with $\hbar=1$. With $z=i\omega$, one-electron energies $\varepsilon_{\mathbf k}$ and chemical potential $\mu$, the Green function $G$ and self-energy $\Sigma$ obey

$$
G^{-1}(\mathbf k,i\omega)=i\omega+\mu-\varepsilon_{\mathbf k}-\Sigma(\mathbf k,i\omega).
$$

The spectral function $A\ge0$ gives $G(\mathbf k,z)=\int dx\,A(\mathbf k,x)/(z-x)$, with $x$ measured from $\mu$. $\mathrm{Tr}$ sums over momentum and spin. The number splits as

$$
N=I_1+I_2,\qquad
I_2=\mathrm{Tr}\int\frac{d\omega}{2\pi}\,G\,\partial_z\Sigma , \tag{3}
$$

$$
I_1=\mathrm{Tr}\left[1-\frac{\varphi_0(\mathbf k)}{\pi}\right], \tag{4}
$$

with $\varphi_0(\mathbf k)=\arg G^{-1}(\mathbf k,i0^+)$. If $\Sigma(\mathbf k,0)$ is finite and real, then with $x_{\mathbf k}=\mu-\varepsilon_{\mathbf k}-\Sigma(\mathbf k,0)$

$$
I_1=2\sum_{\mathbf k}\theta(x_{\mathbf k}). \tag{5}
$$

$\Sigma$ is the derivative of a functional $\Phi[G]$, the sum of closed diagrams without self-energy insertions:

$$
\delta\Phi=\mathrm{Tr}\int\frac{d\omega}{2\pi}\,\Sigma(\mathbf k,i\omega)\,\delta G(\mathbf k,i\omega). \tag{7}
$$

For the Hubbard repulsion $U$, the local second-order term per site is

$$
\Phi_2=-\frac{U^2}{2}\int\frac{d\nu}{2\pi}\,C_\uparrow(\nu)\,C_\downarrow(\nu), \tag{8}
$$

where $C_\sigma(\nu)=\int\frac{d\omega}{2\pi}\,G_\sigma(i\omega)\,G_\sigma(i\omega+i\nu)$ and $G_\sigma$ is local. In imaginary time $\tau$ it gives

$$
\Sigma_\uparrow(\tau)=-U^2\,G_\uparrow(\tau)\,G_\downarrow(\tau)\,G_\downarrow(-\tau).
$$

$\Phi$ is unchanged when all lines of one spin are shifted, $G(i\omega)\to G(i\omega+i\alpha)$ with real $\alpha$. To first order in the change of $G$, this invariance says

$$
\mathrm{Tr}\int\frac{d\omega}{2\pi}\,\Sigma(i\omega)\big[G(i\omega+i\alpha)-G(i\omega)\big]=o(\alpha), \tag{10}
$$

where $o(\alpha)$ vanishes faster than $\alpha$. The size of this remainder is still to be justified. The shift is then to be moved from $G$ to $\Sigma$ at finite $\alpha$, before the limit $\alpha\to0$.

The final listing also includes a single level coupled to a structureless bath, with $\Sigma(i\omega)=-i\Gamma\,\mathrm{sgn}\,\omega$. At 0.3 eV below $\mu$ and $\Gamma=0.1$ eV, its occupation is $\frac12+\frac{\arctan 3}{\pi}=0.8976$.

**Q.** Why is the remainder that small? If $G$ jumps at $\omega=0$, the change of $G$ is not small there, however small $\alpha$ is.

**A.** It is large only on an interval of width $\alpha$. For $\Phi_2$ this is enough, because its second variation is a double integral with a bounded kernel. It is not enough for every shift-invariant functional: for $\tfrac{v^2}{2}\int\frac{d\omega}{2\pi}G^2$, whose derivative $\Sigma=v^2G$ jumps together with $G$, the remainder $\tfrac{v^2}{2}\int\frac{d\omega}{2\pi}\,\delta G^2$ is of first order in $\alpha$. Take $\Phi_2$ and shift the up lines, with $\delta G(\omega)=G_\uparrow(i\omega+i\alpha)-G_\uparrow(i\omega)$. Since $\Phi_2$ is quadratic in $G_\uparrow$, the remainder is

$$
R=-\frac{U^2}{2}\int\!\!\int\frac{d\omega\,d\omega'}{(2\pi)^2}\,\delta G(\omega)\,\delta G(\omega')\,C_\downarrow(\omega'-\omega),
$$

$$
|R|\le\frac{U^2}{2}\,\max|C_\downarrow|\left(\int\frac{d\omega}{2\pi}|\delta G(\omega)|\right)^2 .
$$

If the local $G$ has a finite total variation $V$ along the axis, jump included, then $\int d\omega\,|\delta G|\le|\alpha|V$, and $R$ is of order $\alpha^2$. A local spectral function that is smooth near zero energy satisfies this.

For other diagrams, and for the sum of all of them, I have not proved such an estimate. Differentiability along the shift is therefore part of the assumptions.

**Q.** Fine. Now move the shift.

**A.** First remove the constant $\Sigma_\infty$ that $\Sigma$ approaches at large frequency. Its contribution to (10) contains

$$
\int_{-\Lambda}^{\Lambda}d\omega\,[G(i\omega+i\alpha)-G(i\omega)]
=\int_{\Lambda}^{\Lambda+\alpha}d\omega\,G-\int_{-\Lambda}^{-\Lambda+\alpha}d\omega\,G ,
$$

and each piece is of order $\alpha/\Lambda$, which vanishes as $\Lambda\to\infty$. The rest of $\Sigma$ falls off like $1/\omega$. Its product with $G$ converges, and we may substitute $\omega\to\omega-\alpha$ in the first term of (10) alone:

$$
\mathrm{Tr}\int\frac{d\omega}{2\pi}\big[\Sigma(i\omega-i\alpha)-\Sigma(i\omega)\big]G(i\omega)=o(\alpha). \tag{11}
$$

The constant cancels in the difference, so $\Sigma$ here can again be the full one. If $\Sigma$ is continuous through $\omega=0$ and is the integral of its derivative,

$$
\Sigma(i\omega-i\alpha)-\Sigma(i\omega)=-\int_0^\alpha ds\,\partial_\omega\Sigma(i\omega-is).
$$

Divide (11) by $-\alpha$ and let $\alpha\to0$. The average of $\partial_\omega\Sigma$ over the short interval becomes its value at $\omega$, and

$$
\mathrm{Tr}\int\frac{d\omega}{2\pi}\,G\,\partial_\omega\Sigma=0 .
$$

Since $\partial_\omega=i\,\partial_z$, the left side is $iI_2$. Hence $I_2=0$, and

$$
N=2\sum_{\mathbf k}\theta\big(\mu-\varepsilon_{\mathbf k}-\Sigma(\mathbf k,0)\big). \tag{12}
$$

This is Luttinger's theorem.

**Q.** You exchanged a limit and an integral. What did that cost?

**A.** An integrability condition. For a local $\Sigma$ it suffices that the local $G$ is bounded and that $|\partial_\omega\Sigma|$ has a finite integral over $\omega$. The short-interval average of an integrable function approaches that function in the sense of the integrated absolute difference, and multiplying by a bounded $G$ does no harm.

For a momentum-dependent $\Sigma$, it suffices that $\partial_\omega\Sigma$ is bounded, uniformly in $\mathbf k$, and falls off like $1/\omega^2$. Summing $|G|$ over momenta near a regular Fermi surface gives $\int d\xi/\sqrt{\omega^2+\xi^2}$, which grows like $\ln(1/|\omega|)$ and can be integrated over $\omega$.

**Q.** So state it: which analyticity of $\Sigma$ at the Fermi level is used?

**A.** Analyticity in the sense of a Taylor series at $\omega=0$ is not used. The assumptions are:

1. $\Sigma$ is the derivative of a $\Phi[G]$ that is invariant under the continuous shift and differentiable along it at the $G$ in question.
2. For almost every $\mathbf k$, $\Sigma(\mathbf k,i\omega)$ is finite at $\omega=0$ and continuous through it, hence real there. It is the integral of its derivative, and $G\,\partial_\omega\Sigma$ is integrable in the sense just given.

The second assumption is used twice: for the step function in $I_1$, and for the limit in $I_2$. If $\Sigma$ jumped from $\Sigma'+i\Gamma$ at $0^-$ to $\Sigma'-i\Gamma$ at $0^+$, the bracket in (11) would equal $2i\Gamma$ on $0<\omega<\alpha$. This interval would add $i\alpha\Gamma G(i0^+)/\pi$ for each state, which is of first order in $\alpha$, and $I_2=0$ would no longer follow.

**Q.** Then I do not even need a quasiparticle?

**A.** Not for the count. Take a local self-energy that behaves as $\Sigma(i\omega)=\Sigma(0)-i\lambda\omega\ln(\omega_c/|\omega|)$ at small $\omega$, with $\lambda>0$. Its derivative diverges logarithmically and is integrable, so condition 2 can hold. The quasiparticle weight is the limit of

$$
\frac{1}{1-\partial_z\Sigma}=\frac{1}{1+\lambda\ln(\omega_c/|\omega|)-\lambda},
$$

which vanishes. The surface $x_{\mathbf k}=0$ still exists as the place where $G(\mathbf k,0)$ changes sign, and if condition 1 holds as well, it encloses the same volume.

**Q.** Can you show that condition 2 holds somewhere, instead of assuming it?

**A.** For the local second-order skeleton, yes. The product form of $\Sigma(\tau)$ gives $\Sigma(z)=Un/2+\int dx\,S(x)/(z-x)$, where $n$ counts both spins per site and, for $x>0$,

$$
S(x)=U^2\int_0^\infty\!\!da\,db\,dc\,A(a)A(b)A(-c)\,\delta(x-a-b-c),
$$

with $A$ the local spectral function. An electron of energy $x$ must share it among two electrons and a hole. Take $A$ finite and continuous at zero energy and the local $G$ bounded on the imaginary axis; this is assumed of the self-consistent solution. The available area in $(a,b)$ is $x^2/2$, so for small $x$ we have $S\simeq U^2A(0)^3x^2/2$, and the same holds for $x<0$. Therefore $\int dx\,S/x^2$ is finite, and

$$
|\mathrm{Im}\,\Sigma(i\omega)|=|\omega|\int dx\frac{S(x)}{\omega^2+x^2}\le|\omega|\int dx\frac{S(x)}{x^2}\to0 .
$$

The derivative obeys $|\partial_z\Sigma|\le\int dx\,S/(\omega^2+x^2)$, which is bounded and falls off like $1/\omega^2$. The $x^2$ law is sufficient here, though the theorem asks for less.

**Q.** I would like to see numbers for this case.

**A.** Take a band with the semi-elliptic density of states $2\sqrt{D^2-\varepsilon^2}/(\pi D^2)$, $D=2$ eV, $U=3$ eV and $\mu-Un/2=-0.60$ eV. Solve for $G$ and the second-order $\Sigma[G]$ together until they agree. This is an approximation to the Hubbard model at a sizeable $U$, but the theorem applies within it.

For a local $\Sigma$, the step in (12) is that of free electrons with chemical potential $\mu-\Sigma(0)$. The solution has $\Sigma(0)-Un/2=-0.1582$ eV, so

$$
\mu-\Sigma(0)=-0.6000+0.1582=-0.4418\ \text{eV}.
$$

With $y=-0.4418/2=-0.2209$, filling the band up to this energy gives

$$
n=2\left[\frac12+\frac{y\sqrt{1-y^2}+\arcsin y}{\pi}\right]
=2\left[\frac12-\frac{0.2154+0.2227}{\pi}\right]=0.721 .
$$

Integrating the interacting spectrum over negative energies also gives 0.721 electrons per site. The two differ by about $10^{-7}$ electrons per site, and the difference grows to about $6\times10^{-7}$ in size when the grid step is doubled. The quasiparticle weight is 0.65, so the agreement is not that of nearly free electrons. The chemical potential itself is 0.482 eV. It has moved far from $-0.442$ eV, and $\Sigma(0)$ makes up the difference.

**Q.** Perhaps any reasonable self-energy would do as well.

**A.** Evaluate the same diagram with lines of the free band at the same $\mu-Un/2$, and insert the result once. This $\Sigma$ is also real at the Fermi level, by the same argument about phase space. Condition 2 holds, but this $\Sigma$ is not the derivative of $\Phi_2$ at the resulting $G$, so the argument for $I_2=0$ does not apply; a nonzero $I_2$ then shows that condition 1 is broken.

The spectrum now holds 0.754 electrons per site, and the count at the Fermi level is 0.774. The difference is $-0.020$, or 2.6 percent of the density. The integral $I_2$, computed separately on the imaginary axis, is $-0.020$. The identity $N=I_1+I_2$ survives, and the theorem does not.

**Q.** For the true $\Sigma$ of the Hubbard model, then, condition 1 should be safe, and regularity at the Fermi level should settle the matter.

**A.** It does not, and two sites suffice to show it. Let two electrons occupy a Hubbard dimer with hopping $-t$, so that the bonding and antibonding orbitals $b$ and $a$ have energies $-t$ and $t$. Put $\mu=U/2+m$.

In the basis of both electrons in $b$ and both in $a$, the energies are $U/2\mp2t$ and the coupling is $U/2$. The ground state has energy $U/2-R$ with $R=\sqrt{4t^2+U^2/4}$, and the weights of the two configurations are $\tfrac12(1\pm2t/R)$.

Removing a $b$ electron leaves one electron of energy $-t$. Adding one leads to the three-electron state of energy $U+t$. With $w=i\omega+m$, the energy measured from $U/2$, the poles of $G_b$ lie at $w=t-R$ and $w=t+R$:

$$
G_b=\frac{\tfrac12(1+2t/R)}{w-t+R}+\frac{\tfrac12(1-2t/R)}{w-t-R}=\frac{w-3t}{(w-t)^2-R^2}.
$$

Since $(w-t)^2-4t^2=(w+t)(w-3t)$,

$$
G_b^{-1}=w+t-\frac{U^2/4}{w-3t}. \tag{13}
$$

The self-energy has a pole, and $G_b$ a zero, at $w=3t$. For the antibonding orbital the same steps give (13) with $t\to-t$.

**Q.** And the pole can sit at the Fermi level?

**A.** If it lies in the gap. Two electrons remain the ground state for $|m|<R-t$. The pole is inside when $3t<R-t$, that is $R>4t$, or $U>4\sqrt3\,t$. For $t=1$ eV this is 6.93 eV. I take $U=12$ eV, where the gap extends to $m=5.32$ eV. At $\omega=0$, in eV,

$$
x_b=m+1-\frac{36}{m-3},\qquad x_a=m-1-\frac{36}{m+3}.
$$

At $m=2$ eV, $x_b=39$ and $x_a=-6.2$: one orbital is counted, twice for spin. At $m=4$ eV, $x_b=-31$ and $x_a=-2.1$: none is.

| $m$ (eV) | $N$ | count $I_1$ | $I_2$ |
|---|---|---|---|
| 0 | 2 | 2 | 0 |
| 2 | 2 | 2 | 0 |
| 3 | 2 | 1 | 1 |
| 4 | 2 | 0 | 2 |

These values come from exact diagonalization, with $I_2$ integrated numerically. At $m=3$ eV the pole is at $\omega=0$, $G_b^{-1}(i\eta)=4+i(\eta+36/\eta)$ in eV has a diverging imaginary part as $\eta\to0$, and its limiting phase $\pi/2$ counts half a state per spin.

**Q.** The line $m=4$ eV disturbs me. The ground state is unique, $\Sigma$ is finite, real and smooth at the Fermi level, and the count is wrong by two.

**A.** Condition 2 holds there and $I_2=2$. The proof then leaves one conclusion: condition 1 fails. No shift-invariant functional that is differentiable along the shift at this $G$ can have this $\Sigma$ as its derivative.

One can follow how it happens. Near the zero of $G_b$, (13) gives $G_b\simeq-(w-3t)/(U^2/4)$, while $\partial_z\Sigma_b=-(U^2/4)/(w-3t)^2$. Their product is $1/(w-3t)=1/[i\omega-(3t-m)]$, and its symmetric integral is $-\tfrac12\,\mathrm{sgn}(3t-m)$. As $m$ passes $3t$, $I_2$ rises by one per spin. This locates the jump of $I_2$; it does not by itself show why no suitable functional exists beyond it.

**Q.** Is there a safe region?

**A.** In this dimer, follow a path from $U=0$ at $m=0$. The gap stays open, since $R-t\ge t$. As long as no pole of $\Sigma$ reaches $\omega=0$, $I_2$ varies continuously. It is also the difference of two integers, so it keeps its initial value, zero. This covers every $U$ at $m=0$, and from there all $m$ in the gap with $|m|<3t$. At $U=4$ eV the gap ends at 1.83 eV, before the pole, and the count is right at all nine values of $m$ that were tried across it.

For a metal $I_2$ is not restricted to integers, and this argument is not available. There the theorem rests on condition 1, which holds for a $\Phi$-derivable approximation whose functional is differentiable along the shift. For the full interacting state it remains an assumption, and a regular $\Sigma$ at the Fermi level does not replace it.

The numerical check checks the shift invariance of $\Phi_2$ on smooth test functions without a jump, both metal calculations and the dimer.

## Numbers as computed

```
Phi2 relative change, shift of up lines: 0.0e+00
|int Sigma dG|/int|Sigma dG|, full lines: 3.3e-13
  same ratio, one line frozen: 0.1216
Metal: D = 2.0 eV, U = 3.0 eV, mu - U n/2 = -0.60 eV
self-consistent:
  electrons per site, spectrum: 0.72104
  electrons per site, Fermi count: 0.72104
  difference (both spins): 8.6e-08
  I2 (both spins): -7.1e-08
  Sigma(0) without Hartree: -0.1582 eV
  mu - Sigma(0), full: -0.4418 eV
  quasiparticle weight: 0.653
bare lines:
  electrons per site, spectrum: 0.75435
  electrons per site, Fermi count: 0.77426
  difference (both spins): -2.0e-02
  I2 (both spins): -2.0e-02
  Sigma(0) without Hartree: -0.2435 eV
  mu - Sigma(0), full: -0.3565 eV
  quasiparticle weight: 0.620
full mu, self-consistent: 0.4816 eV
difference on doubled grid step (both spins): -6.4e-07
Level 0.3 eV below mu, Gamma = 0.1 eV: occupation 0.8976
Dimer: t = 1.0 eV, U = 12.0 eV, Sigma pole at m = 3.0 eV
U at which the pole enters the gap: 6.9282 eV
gap edge in m: 5.3246 eV (U = 12 eV), 1.8284 eV (U = 4 eV)
  m = 0.0 eV: N = 2.000, count = 2.000, I2 = 0.000
  m = 2.0 eV: N = 2.000, count = 2.000, I2 = 0.000
  m = 3.0 eV: N = 2.000, count = 1.000, I2 = 1.000
  m = 4.0 eV: N = 2.000, count = 0.000, I2 = 2.000
U = 4 eV, 9 values of m in gap: worst count error or I2 1.7e-05
```
